# Surface Green Functions by Decimation: Length Doubling and Convergence Near Band Edges: a numerical check

```python
"""Surface Green function of a semi-infinite lead by decimation.

Result under test: iterate i equals the surface Green function of a finite
lead of N = 2**i layers; its error is a damped round trip through N layers.
For one orbital per layer at fixed small broadening, convergence is slowest
inside the band, faster at the band edge and fastest in the gap.

Symbols: h00 layer Hamiltonian, h01 coupling from layer n to n+1,
z = E + i*eta, t hopping strength (matrix element -t), e orbital level,
lam = decaying Bloch factor per layer, kappa = -ln|lam|.
Energies are in hartree (Ha), lengths in layers.
"""
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def decimate(z, h00, h01, steps):
    """Return a list of (surface G, centre g, alpha, beta), one per iterate."""
    one = np.eye(len(h00))
    surface = np.array(h00, dtype=complex)
    bulk = surface.copy()
    alpha = np.array(h01, dtype=complex)
    beta = alpha.conj().T.copy()
    history = []
    for _ in range(steps + 1):
        g = np.linalg.inv(z * one - bulk)
        history.append((np.linalg.inv(z * one - surface), g, alpha, beta))
        forward = alpha @ g @ beta
        surface = surface + forward
        bulk = bulk + forward + beta @ g @ alpha
        alpha, beta = alpha @ g @ alpha, beta @ g @ beta
    return history


def dense_green(z, h00, h01, layers):
    """Full inverse for an explicit finite lead."""
    h = np.kron(np.eye(layers), h00) + np.kron(np.eye(layers, k=1), h01)
    h = h + np.kron(np.eye(layers, k=-1), h01.conj().T)
    return np.linalg.inv(z * np.eye(len(h)) - h)


def bloch_factor(z, e, t):
    """Root with |lam| < 1 of z - e = -t (lam + 1/lam)."""
    x = (e - z) / (2 * t)
    root = np.sqrt(x - 1 + 0j) * np.sqrt(x + 1 + 0j)
    return 1 / max(x + root, x - root, key=abs)


def scalar_history(z, e, t, steps):
    return decimate(z, np.array([[e]]), np.array([[-t]]), steps)


def relative_errors(z, e, t, steps):
    exact = -bloch_factor(z, e, t) / t
    return np.array([abs(item[0][0, 0] / exact - 1)
                     for item in scalar_history(z, e, t, steps)])


def count_iterations(z, e, t, tol):
    hits = np.flatnonzero(relative_errors(z, e, t, 30) < tol)
    assert len(hits) > 0
    return int(hits[0])


def estimated_count(z, e, t, tol):
    lam = bloch_factor(z, e, t)
    length = np.log(abs(1 - lam**2) / tol) / (-2 * np.log(abs(lam)))
    return int(np.ceil(np.log2(length)))


def kappa_from_ellipse(energy, eta, e, t):
    """Positive solution of x^2/cosh^2 + y^2/sinh^2 = 1."""
    x, y = (energy - e) / (2 * t), eta / (2 * t)
    b = 1 - x * x - y * y
    r = np.hypot(b, 2 * y)
    sinh_squared = 2 * y * y / (b + r) if b > 0 else (r - b) / 2
    return np.arcsinh(np.sqrt(sinh_squared))


# --- General complex lead: length doubling and exact error ---------------
rng = np.random.default_rng(7)
m = 3
a = rng.normal(size=(m, m)) + 1j * rng.normal(size=(m, m))
h00_r = (a + a.conj().T) / 2
h01_r = 0.6 * (rng.normal(size=(m, m)) + 1j * rng.normal(size=(m, m)))
z_r = 0.2 + 0.1j
g_layerwise = np.linalg.inv(z_r * np.eye(m) - h00_r)
for _ in range(4000):
    g_layerwise = np.linalg.inv(
        z_r * np.eye(m) - h00_r - h01_r @ g_layerwise @ h01_r.conj().T)
transfer = g_layerwise @ h01_r.conj().T
general = decimate(z_r, h00_r, h01_r, 16)
doubling_deviation = 0.0
for i in range(6):
    n = 2**i
    g_s, g_c, alpha, _ = general[i]
    finite = dense_green(z_r, h00_r, h01_r, n)[:m, :m]
    doubling_deviation = max(doubling_deviation, np.max(abs(g_s - finite)))
    longer = dense_green(z_r, h00_r, h01_r, 2 * n - 1)
    mid = slice((n - 1) * m, n * m)
    assert np.allclose(g_c, longer[mid, mid], rtol=1e-8, atol=1e-9)
    round_trip = (g_s @ alpha @ np.linalg.matrix_power(transfer, n)
                  @ g_layerwise)
    assert np.allclose(g_layerwise - g_s, round_trip, rtol=1e-7, atol=1e-9)
assert doubling_deviation < 1e-9
assert np.allclose(general[-1][0], g_layerwise, rtol=1e-8, atol=1e-9)

# --- Ferromagnetic model lead --------------------------------------------
t, e_major, e_minor = 0.04, -0.03, 0.03
energy, eta, tol = -0.05, 1e-6, 1e-8
z = energy + 1j * eta
velocity = np.sqrt(4 * t**2 - (energy - e_major)**2)

# Surface Green function from the standing waves of the semi-infinite chain
k_grid = 2 * np.pi * np.arange(20000) / 20000
z_wide = energy + 1e-3j
for level in (e_major, e_minor):
    quadrature = np.mean(2 * np.sin(k_grid)**2
                         / (z_wide - level + 2 * t * np.cos(k_grid)))
    assert abs(quadrature + bloch_factor(z_wide, level, t) / t) < 1e-8
    final = scalar_history(z_wide, level, t, 20)[-1][0][0, 0]
    assert abs(quadrature - final) < 1e-8

# Closed error formula against the recursion
for level in (e_major, e_minor):
    z_test = energy + 1e-4j
    lam = bloch_factor(z_test, level, t)
    sizes = 2.0**np.arange(15)
    formula = abs(lam**(2 * sizes) * (1 - lam**2)
                  / (1 - lam**(2 * sizes + 2)))
    measured = relative_errors(z_test, level, t, 14)
    assert np.allclose(measured, formula, rtol=1e-6, atol=1e-10)

# Decay rates and their limits
kappa_major = -np.log(abs(bloch_factor(z, e_major, t)))
kappa_minor = -np.log(abs(bloch_factor(z, e_minor, t)))
assert abs(kappa_major * velocity / eta - 1) < 1e-3
assert abs(kappa_minor / np.sqrt(eta / (2 * t)) - 1) < 1e-2

print(f"hopping t = {t} Ha; levels = {e_major}, {e_minor} Ha")
print(f"energy E = {energy} Ha; eta = {eta:.1e} Ha"
      f" = {eta * HARTREE_EV * 1e3:.4f} meV")
print(f"relative error tolerance = {tol:.0e}")
print(f"random lead: max deviation from dense finite lead"
      f" = {doubling_deviation:.1e} (model units)")
print(f"majority velocity v = {velocity:.5f} Ha*layer")
print(f"majority kappa = {kappa_major:.4e}, eta/v = {eta / velocity:.4e}"
      " per layer")
print(f"minority kappa = {kappa_minor:.4e}, sqrt(eta/2t) ="
      f" {np.sqrt(eta / (2 * t)):.4e} per layer")

err_major = relative_errors(z, e_major, t, 24)
err_minor = relative_errors(z, e_minor, t, 24)
print("iterate, layers, relative error majority (in band), minority (edge)")
for i in (0, 2, 4, 6, 8, 10, 11):
    print(f"  {i:2d} {2**i:8d}  {err_major[i]:.3e}  {err_minor[i]:.3e}")
print("iterate, layers, relative error majority only")
for i in (14, 16, 18, 19, 20):
    print(f"  {i:2d} {2**i:8d}  {err_major[i]:.3e}")

# Number of iterations against broadening
print("eta (Ha), iterations majority (in band), minority (edge)")
for eta_scan in (1e-4, 1e-5, 1e-6, 1e-7):
    z_scan = energy + 1j * eta_scan
    counts = []
    for level in (e_major, e_minor):
        counts.append(count_iterations(z_scan, level, t, tol))
        assert counts[-1] == estimated_count(z_scan, level, t, tol)
    assert counts[0] > counts[1]
    print(f"  {eta_scan:.0e}  {counts[0]:2d}  {counts[1]:2d}")

# Usual stopping rule on the residual coupling
for name, level in (("majority", e_major), ("minority", e_minor)):
    couplings = [max(abs(item[2][0, 0]), abs(item[3][0, 0])) / t
                 for item in scalar_history(z, level, t, 28)]
    stop = int(np.flatnonzero(np.array(couplings) < tol)[0])
    assert 0 <= stop - count_iterations(z, level, t, tol) <= 2
    print(f"{name}: coupling/t below tolerance at iterate {stop}")

# From the gap through the lower edge into the band
print("minority: E minus lower edge (Ha), kappa per layer, iterations")
edge = e_minor - 2 * t
scan_kappa, scan_count = [], []
for offset in (-0.04, -1e-3, -1e-5, 0.0, 1e-5, 1e-3, 0.06):
    z_scan = edge + offset + 1j * eta
    rate = -np.log(abs(bloch_factor(z_scan, e_minor, t)))
    ellipse = kappa_from_ellipse(edge + offset, eta, e_minor, t)
    assert abs(rate / ellipse - 1) < 1e-6
    scan_kappa.append(rate)
    scan_count.append(count_iterations(z_scan, e_minor, t, tol))
    print(f"  {offset:+.0e}  {rate:.3e}  {scan_count[-1]:2d}")
assert np.all(np.diff(scan_kappa) < 0)
assert np.all(np.diff(scan_count) > 0)

# Zero broadening: halving at the edge, no convergence inside the band
edge_run = scalar_history(-2 * t + 0j, 0.0, t, 10)
edge_error = np.array([abs(item[0][0, 0] * (-t) - 1) for item in edge_run])
assert np.allclose(edge_error, 1 / (2.0**np.arange(11) + 1), rtol=1e-6)
k_real = np.arccos(-(energy - e_major) / (2 * t))
band_run = scalar_history(energy + 0j, e_major, t, 20)
band_error = [abs(item[0][0, 0] * (-t) / np.exp(1j * k_real) - 1)
              for item in band_run]
assert min(band_error) > np.sin(k_real) * (1 - 1e-6)
print(f"eta = 0, edge: relative error at iterate 9 = {edge_error[9]:.4e},"
      f" at 10 = {edge_error[10]:.4e}")
print(f"eta = 0, in band: smallest relative error in iterates 0-20"
      f" = {min(band_error):.4f}; sin k = {np.sin(k_real):.4f}")

# Error made by the broadening itself
broad_major = abs(bloch_factor(z, e_major, t) - np.exp(1j * k_real))
broad_minor = abs(bloch_factor(z, e_minor, t) - 1)
assert abs(broad_major * velocity / eta - 1) < 1e-3
assert abs(broad_minor / np.sqrt(eta / t) - 1) < 1e-2
print(f"relative broadening error: majority = {broad_major:.3e},"
      f" minority = {broad_minor:.3e}")
target = 1e-3
eta_major, eta_minor = target * velocity, target**2 * t
same_major = count_iterations(energy + 1j * eta_major, e_major, t, tol)
same_minor = count_iterations(energy + 1j * eta_minor, e_minor, t, tol)
assert abs(same_major - same_minor) <= 1
print(f"broadening error {target:.0e}: majority eta = {eta_major:.3e} Ha,"
      f" iterations = {same_major}")
print(f"broadening error {target:.0e}: minority eta = {eta_minor:.3e} Ha,"
      f" iterations = {same_minor}")

# Surface densities of states
dos_major = -scalar_history(z, e_major, t, 24)[-1][0][0, 0].imag / np.pi
dos_minor = -scalar_history(z, e_minor, t, 24)[-1][0][0, 0].imag / np.pi
dos_limit = velocity / (2 * np.pi * t**2)
assert abs(dos_major / dos_limit - 1) < 1e-3
print(f"surface DOS majority = {dos_major:.4f} per Ha"
      f" (eta to 0 formula {dos_limit:.4f})")
print(f"surface DOS minority = {dos_minor:.5f} per Ha (eta to 0: zero)")

# Spin-mixing lead: error rate from independently computed Bloch modes
mixing = 0.01
sigma_x = np.array([[0, 1], [1, 0]])
h00_s = np.diag([e_major, e_minor]).astype(complex)
h01_s = -t * np.eye(2) + 1j * mixing * sigma_x
energy_s, eta_s = -0.06, 1e-3
z_s = energy_s + 1j * eta_s
inverse = np.linalg.inv(h01_s)
companion = np.block([
    [np.zeros((2, 2)), np.eye(2)],
    [-inverse @ h01_s.conj().T, inverse @ (z_s * np.eye(2) - h00_s)]])
modes = abs(np.linalg.eigvals(companion))
mode_rate = -np.log(max(modes[modes < 1]) / min(modes[modes > 1]))
spin_run = decimate(z_s, h00_s, h01_s, 20)
g_inf = spin_run[-1][0]
residual = (z_s * np.eye(2) - h00_s
            - h01_s @ g_inf @ h01_s.conj().T) @ g_inf - np.eye(2)
assert np.max(abs(residual)) < 1e-9
e8, e9 = (np.linalg.norm(spin_run[i][0] - g_inf) for i in (8, 9))
measured_rate = np.log(e8 / e9) / 256
assert abs(measured_rate / mode_rate - 1) < 0.01
print(f"spin-mixing lead: mixing = {mixing} Ha, E = {energy_s} Ha,"
      f" eta = {eta_s:.0e} Ha")
print(f"round-trip decay per layer: modes = {mode_rate:.5f},"
      f" decimation = {measured_rate:.5f}")

print("checks complete")
```

Printed output:

```
hopping t = 0.04 Ha; levels = -0.03, 0.03 Ha
energy E = -0.05 Ha; eta = 1.0e-06 Ha = 0.0272 meV
relative error tolerance = 1e-08
random lead: max deviation from dense finite lead = 1.1e-14 (model units)
majority velocity v = 0.07746 Ha*layer
majority kappa = 1.2910e-05, eta/v = 1.2910e-05 per layer
minority kappa = 3.5355e-03, sqrt(eta/2t) = 3.5355e-03 per layer
iterate, layers, relative error majority (in band), minority (edge)
   0        1  2.000e+00  4.982e-01
   2        4  3.200e+00  1.972e-01
   4       16  2.391e+00  5.559e-02
   6       64  1.283e+00  1.227e-02
   8      256  1.889e+00  1.551e-03
  10     1024  5.205e+00  7.145e-06
  11     2048  1.159e+00  5.119e-09
iterate, layers, relative error majority only
  14    16384  8.481e-01
  16    65536  3.273e-01
  18   262144  2.228e-03
  19   524288  2.558e-06
  20  1048576  3.380e-12
eta (Ha), iterations majority (in band), minority (edge)
  1e-04  13   8
  1e-05  17  10
  1e-06  20  11
  1e-07  23  13
majority: coupling/t below tolerance at iterate 21
minority: coupling/t below tolerance at iterate 12
minority: E minus lower edge (Ha), kappa per layer, iterations
  -4e-02  9.624e-01   4
  -1e-03  1.579e-01   6
  -1e-05  1.583e-02   9
  +0e+00  3.536e-03  11
  +1e-05  7.896e-04  14
  +1e-03  7.931e-05  17
  +6e-02  1.291e-05  20
eta = 0, edge: relative error at iterate 9 = 1.9493e-03, at 10 = 9.7561e-04
eta = 0, in band: smallest relative error in iterates 0-20 = 0.9731; sin k = 0.9682
relative broadening error: majority = 1.291e-05, minority = 4.991e-03
broadening error 1e-03: majority eta = 7.746e-05 Ha, iterations = 14
broadening error 1e-03: minority eta = 4.000e-08 Ha, iterations = 14
surface DOS majority = 7.7050 per Ha (eta to 0 formula 7.7051)
surface DOS minority = 0.02804 per Ha (eta to 0: zero)
spin-mixing lead: mixing = 0.01 Ha, E = -0.06 Ha, eta = 1e-03 Ha
round-trip decay per layer: modes = 0.02744, decimation = 0.02744
checks complete
```
